# Why Vanishing Air Cracks Spare Permittivity While Insulating Cracks Can Block Conduction

**Question.** A crack that runs right across a conducting film stops a steady current, however narrow the crack is, provided that it is a perfect insulator. Air insulates well. Why, then, can a network of air cracks not lower the permittivity of a dielectric film by a finite amount when the volume of the cracks tends to zero?

**Answer.** Air stops charge carriers, but it does not stop electric flux. Its relative permittivity is 1, not 0.

## The mechanism in a single gap

Take a film of thickness $L$ and relative permittivity $\varepsilon_m$ between parallel plates at voltage $V$. Let a flat air gap of opening $g$ and relative permittivity $\varepsilon_a<\varepsilon_m$ cross the whole film, parallel to the plates. There is no free charge in the film, so the displacement $D$ is the same in solid and gap:

$$D=\varepsilon_0\varepsilon_mE_s=\varepsilon_0\varepsilon_aE_g,\qquad E_g=\frac{\varepsilon_m}{\varepsilon_a}E_s .$$

The gap field exceeds the solid's field by a fixed, finite factor. The gap voltage $gE_g$ therefore vanishes with $g$, and the solid keeps nearly the whole voltage.

Now let the solid be a conductor and the gap a perfect insulator. Steady current must be continuous, and none can pass the gap, so it is zero everywhere. Charge collects on the gap faces until the field in the solid has vanished. The gap then carries all of $V$, for any $g>0$.

The difference can be put in terms of cost. Sending a displacement $D$ through air costs an energy density $D^2/(2\varepsilon_0\varepsilon_a)$, which is finite, and a thin crack contains little volume in which to pay it. Sending a current density $J$ through a medium of conductivity $\sigma_a$ costs a dissipation $J^2/\sigma_a$, which diverges as $\sigma_a\to0$. No reduction of volume compensates for an infinite density.

## From the mechanism to a bound for every crack geometry

Real cracks branch, tilt and end. Let them have any shape, with total volume fraction $f$. The response is taken as local, linear, isotropic and quasi-static, without free charge in the film. The plates have area $A$, no flux leaves through the side walls, and $z$ points from the plate at potential $V$ to the plate at zero. If $Q$ is the charge on the first plate, the effective permittivity is defined by

$$\varepsilon_{\rm eff}=\frac{QL}{\varepsilon_0AV}.$$

Three identities hold for the true fields.

- Along each line from plate to plate $\int E_z\,dz=V$, so $\int E_z\,dv=VA$, where $dv$ is the volume element.
- Since $\nabla\cdot\mathbf D=0$ and no flux leaves sideways, every plane parallel to the plates carries the flux $Q$, so $\int D_z\,dv=QL$.
- With $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf D=0$, $\int\mathbf E\cdot\mathbf D\,dv=-\oint\phi\,\mathbf D\cdot\mathbf n\,dS$. The side walls and the plate at zero give nothing. On the first plate $\phi=V$ and the outward normal is $-\hat{\mathbf z}$, so the result is $+QV$.

**Lower bound.** Compare $\mathbf D$ with a uniform displacement $\mathbf d_0=(Q/A)\hat{\mathbf z}$ that carries the same charge straight through solid and cracks. A square is not negative, so

$$0\le\int\frac{|\mathbf D-\mathbf d_0|^2}{\varepsilon_0\varepsilon}\,dv
=\int\mathbf D\cdot\mathbf E\,dv-2\int\mathbf d_0\cdot\mathbf E\,dv+\frac{Q^2}{A^2}\int\frac{dv}{\varepsilon_0\varepsilon},$$

where $\mathbf D/(\varepsilon_0\varepsilon)=\mathbf E$ was used in the first two terms. They equal $QV$ and $-2(Q/A)VA=-2QV$. Writing $\langle\cdot\rangle$ for the volume average, the third is $Q^2L\langle1/\varepsilon\rangle/(\varepsilon_0A)$. Hence

$$QV\le\frac{Q^2L}{\varepsilon_0A}\left\langle\frac1\varepsilon\right\rangle
\quad\Longrightarrow\quad
\frac1{\varepsilon_{\rm eff}}=\frac{\varepsilon_0AV}{QL}\le\left\langle\frac1\varepsilon\right\rangle .$$

This is the harmonic-mean bound. For two phases,

$$\left\langle\frac1\varepsilon\right\rangle=\frac{1-f}{\varepsilon_m}+\frac f{\varepsilon_a}
=\frac1{\varepsilon_m}\left[1+f\left(\frac{\varepsilon_m}{\varepsilon_a}-1\right)\right].$$

**Upper bound.** Compare $\mathbf E$ with the uniform field $(V/L)\hat{\mathbf z}$:

$$0\le\int\varepsilon_0\varepsilon\left|\mathbf E-\frac VL\hat{\mathbf z}\right|^2dv
=QV-2\frac VL\,QL+\frac{V^2}{L^2}\,\varepsilon_0AL\langle\varepsilon\rangle .$$

Thus $QV\le\varepsilon_0AV^2\langle\varepsilon\rangle/L$, which is $\varepsilon_{\rm eff}\le\langle\varepsilon\rangle=\varepsilon_m-f(\varepsilon_m-\varepsilon_a)$. Together,

$$\frac{\varepsilon_m}{1+f(\varepsilon_m/\varepsilon_a-1)}\le\varepsilon_{\rm eff}\le\varepsilon_m-f(\varepsilon_m-\varepsilon_a).$$

At fixed $\varepsilon_m/\varepsilon_a$ both sides tend to $\varepsilon_m$ as $f\to0$, and $\varepsilon_{\rm eff}$ is squeezed between them. A flat spanning gap has uniform $\mathbf D$ and attains the lower bound; a flat crack along the field, from plate to plate, has uniform $\mathbf E$ and attains the upper one.

For steady conduction the same proof holds with $\mathbf J$ and $\sigma$ in place of $\mathbf D$ and $\varepsilon_0\varepsilon$. When $\sigma_a=0$, however, $\langle1/\sigma\rangle$ is infinite for every $f>0$, and the lower bound is zero. The spanning gap shows that this zero is reached.

## What "vanishing" must mean

The lower bound limits the relative drop:

$$1-\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\le\frac{f(\varepsilon_m/\varepsilon_a-1)}{1+f(\varepsilon_m/\varepsilon_a-1)}\le f\left(\frac{\varepsilon_m}{\varepsilon_a}-1\right).$$

A small but finite air volume can thus lower the permittivity. To guarantee a small drop for every crack geometry, $f(\varepsilon_m/\varepsilon_a-1)$ must be small; a small $f$ alone is not enough. For a spanning gap the order of limits decides: $f\to0$ first gives $\varepsilon_m$, while $\varepsilon_a\to0$ first gives zero, as in conduction.

Numbers show the passage. With $\varepsilon_m=2.7$ and $f=0.01$, gap permittivities of 1, 0.01 and 0.0001 give $\varepsilon_{\rm eff}/\varepsilon_m=0.983$, 0.271 and 0.0037. The last two media are hypothetical, but a large $\varepsilon_m$ acts in the same way: 1% of air across a solid of permittivity 1000 leaves only 91.

## Cracks that do not span the film

Insulating cracks need not cut the film to matter. Consider a row of slits of zero thickness in the plane $z=0$, with half-length $a$ and period $p$ along $x$, the openings being centred on $x=0,\pm p,\dots$ With $s=z+ix$, the complex potential

$$W=\frac p\pi\,\mathrm{arcsinh}\!\left[\frac{\sinh(\pi s/p)}{\cos(\pi a/p)}\right]$$

solves Laplace's equation in the cell $|x|<p/2$, with the principal value of arcsinh; its real part is the potential, up to sign and scale, and its imaginary part labels the flow lines. The potential repeats in the other cells. On $z=0$ the bracket is $iu$ with $u=\sin(\pi x/p)/\cos(\pi a/p)$. In an opening $|u|<1$ and $W$ is imaginary, as symmetry requires. On a slit $|u|>1$ and the imaginary part is constant at $\pm p/2$, so no current crosses. Far from the row, at $z>0$, $\sinh(\pi s/p)\to e^{\pi s/p}/2$ and $\mathrm{arcsinh}\,y\to\ln2y$, so

$$W\to s+\frac p\pi\ln\sec\frac{\pi a}p .$$

$W$ is odd in $s$, so the other side contributes the same shift. The row acts like an added length of solid

$$\ell=\frac{2p}\pi\ln\sec\frac{\pi a}p,\qquad \frac{\sigma_{\rm eff}}{\sigma_m}=\frac L{L+\ell},$$

provided that the disturbance, which decays as $e^{-2\pi|z|/p}$, is small at the plates. This loss is finite at zero crack volume.

For $p=L=100$ nm and $a=40$ nm, $\ell=74.8$ nm and the conduction ratio is $100/174.8=0.572$. A numerical solution for an opening of 0.01 nm, extrapolated from grid steps of 1 and 0.5 nm, gives 0.573. The table keeps the slit length fixed and uses the 0.5 nm grid, which makes the conduction values too low by up to about 0.6%.

| Opening (nm) | Permittivity ratio, air | Conduction ratio, insulator |
|---|---|---|
| 10 | 0.893 | 0.457 |
| 1 | 0.987 | 0.553 |
| 0.1 | 0.9987 | 0.567 |
| 0.01 | 0.9999 | 0.569 |

The air slits fade and the insulating ones do not. Going straight through 1 nm of air costs flux the same as $g(\varepsilon_m/\varepsilon_a-1)=1.7$ nm of extra solid; going around costs about 75 nm. Flux therefore goes nearly straight through. Openings below atomic size serve here only to show the mathematical limit.

Irregular cracks behave alike. Ten random two-dimensional networks were solved on a coarse grid, with each crack segment between 8 × 8 blocks present with probability 0.4. As the opening fell from 1 to 0.01 nm, the lowest permittivity ratio rose from 0.925 to 0.999, while the highest conduction ratio went from 0.58 only to 0.62. The coarse grid makes these two conduction ratios too low by 0.03 to 0.04 and the permittivity ratio at 1 nm too low by about 0.002, which does not alter the trend. All thirty permittivities lay between the two bounds.

## The number for an interlayer film

Take $\varepsilon_m=2.7$, a rough typical value for carbon-doped silica, with $L=100$ nm, $V=1$ V at 1 GHz, and a spanning air gap of 1 nm. Then $f=0.01$ and

$$\varepsilon_{\rm eff}=\frac{2.7}{1+0.01\times1.7}=2.655,$$

a drop of 1.67% relative to the solid. The same air in a crack along the field gives 2.683. Every other arrangement of 1% air lies between these values.

The fields are 0.098 MV/cm in the solid and 0.265 MV/cm in the gap, so the gap takes 0.0265 V. At the field now present in the solid, 1 nm of solid takes 0.0098 V. The difference, 0.0167 V out of 1 V, is the relative drop in permittivity. A perfectly insulating gap in a conductor would take the full 1 V.

Solving the lower bound for $f$ gives a design rule. To reach a target $\varepsilon_t<\varepsilon_m$ by adding air, with the solid itself unchanged,

$$f\ge\frac{\varepsilon_m/\varepsilon_t-1}{\varepsilon_m/\varepsilon_a-1}.$$

Going from 2.7 to 2.5 needs at least $0.08/1.7=4.7\%$ of air, and flat layers across the field are needed to manage with so little. A film with isotropic porosity needs at least 7.8% by the Hashin–Shtrikman bound, and about 9.5% if the pores are separate spheres.

## Where a real film departs from the model

For a given volume of air, a flat crack across the whole film lowers the permittivity most. At 1 GHz, water in the crack can reverse this. With a rough bulk permittivity of 80, 1% of water raises the film to 2.73 in a crack across the field and to 3.47 in one along it, the latter 29% above the dry solid. Water confined to 1 nm need not have its bulk permittivity, so these are estimates. Across such a layer values near 2 have been measured, and with 2.1 the crack across the field gives 2.69, slightly below the dry solid instead of above it. Local permittivity is also doubtful at atomic scale: an effective opening larger by 0.3 nm changes 2.655 to 2.642.

Ionization is out of reach, since an electron crossing the gap gains 0.0265 eV against the roughly 12 eV needed. For tunnelling, treat the faces as metallic with a rough barrier $\Phi=4$ eV, and put $\kappa=\sqrt{2m_e\Phi}/\hbar$. Summing the approximate probability $e^{-2g\sqrt{\kappa^2+k^2}}$ over transverse wave numbers $k$ and two spins, with $q=\sqrt{\kappa^2+k^2}$, gives a conductance per area

$$\frac{e^2}{\pi h}\int_\kappa^\infty q\,e^{-2gq}\,dq=\frac{e^2}{\pi h}\,e^{-2\kappa g}\left(\frac\kappa{2g}+\frac1{4g^2}\right).$$

At 1 GHz this current is 0.15% of the displacement current. The exponential leaves out a prefactor, which is at most about 4 for a rectangular barrier, so for such a barrier of the assumed height the share can reach about 0.6%. The image force at metallic faces lowers and narrows the barrier, and can raise the current by about three orders of magnitude, to several times the displacement current (about 2 to 8 times in a one-dimensional model, for Fermi energies from 12 down to 2 eV). Tunnelling is therefore not negligible in general between metallic faces 1 nm apart. An insulating film has few carriers available to tunnel, which this estimate leaves out.

Leakage through the solid changes the answer at very low frequency. The solid has conductance $\sigma/(L-g)$ and capacitance $\varepsilon_0\varepsilon_m/(L-g)$ per area, and the gap has capacitance $\varepsilon_0\varepsilon_a/g$. The gap faces charge at a rate equal to the conductance over the sum of the capacitances, which sets the frequency

$$\nu_c=\frac{\sigma}{2\pi\varepsilon_0[\varepsilon_m+\varepsilon_a(L-g)/g]} .$$

For a rough resistivity of $10^{15}$ Ω cm this is $1.8\times10^{-5}$ Hz. Far below it the solid acts as a conductor and the gap alone as the capacitor, so the apparent permittivity rises to $\varepsilon_aL/g=100$. The same crack then blocks the leakage current and takes the whole voltage, a field of 10 MV/cm in the gap, if tunnelling does not bypass it; the metallic estimate cannot settle that for insulating faces. The bounds on permittivity apply to every crack geometry well above $\sigma/(2\pi\varepsilon_0\varepsilon_m)$, here about $7\times10^{-4}$ Hz, where the film has no time to collect appreciable free charge. Being somewhat above $\nu_c$ is not enough. The computed values are listed in the numerical output below.

## Computed values

```
film thickness 100 nm, solid permittivity 2.7
voltage 1.0 V, frequency 1 GHz
Spanning gap: opening nm, permittivity, ratio to solid, conduction ratio
   10.00  2.30769  0.85470  0.00000
    1.00  2.65487  0.98328  0.00000
    0.10  2.69542  0.99830  0.00000
    0.01  2.69954  0.99983  0.00000
1 nm gap: largest relative drop f(k-1) = 0.0170
  actual relative drop = 0.0167
  field in solid = 0.0983 MV/cm
  field in air gap = 0.2655 MV/cm
  voltage on air gap = 0.0265 V
  voltage on perfectly insulating gap = 1.0000 V
1% air in a crack along the field: permittivity = 2.6830
1 nm spanning gap, ratio to solid for gap permittivity:
   1.0000  0.98328
   0.0100  0.27100
   0.0001  0.00369
same air gap in a solid of permittivity 1000: 90.99
Slits over 80% of width: opening nm, air fraction,
  lower bound ratio, permittivity ratio, conduction ratio
   10.00  0.08000  0.88028  0.89263  0.4574
    1.00  0.00800  0.98658  0.98691  0.5528
    0.10  0.00080  0.99864  0.99865  0.5674
    0.01  0.00008  0.99986  0.99986  0.5691
  added length of insulating slits (formula) = 74.76 nm
  conduction ratio: formula 0.5722, grid limit 0.5726
10 random crack networks: opening nm, mean air fraction,
  lowest permittivity ratio, highest conduction ratio
   1.00  0.05756  0.92475  0.5759
   0.10  0.00567  0.99197  0.6123
   0.01  0.00057  0.99919  0.6158
least air fraction for permittivity 2.5: 0.0471
Neglected effects, 1 nm spanning gap:
  electron energy gain 0.0265 eV, ionization about 12 eV
  tunnel barrier taken as 4 eV (rough), metallic faces
  tunnel/displacement current at 1 GHz = 1.5e-03
  solid resistivity taken as 1e+15 ohm cm (rough)
  leakage matters below about 1.8e-05 Hz
  apparent permittivity far below that = 100.0
  1% water (permittivity 80, rough): across 2.726, along 3.473
  opening 0.3 nm larger: permittivity 2.6416 instead of 2.6549
```
